# Second-order conductances, characteristic potentials and gauge invariance in multiterminal conductors, part 2

The problem is to find the currents of a phase-coherent, spin-degenerate conductor to second order in the voltages, unchanged when all voltages shift together. The algebra is in atomic units, with electron charge \(-1\).

The conductor has sites \(i\), Hamiltonian \(H\) and Hartree potential energies \(U_i\), zero in equilibrium. Lead \(\alpha\) is a chain with hopping \(-t\), joined by \(-t_\alpha\) to site \(\alpha\); gates carry no current. A voltage \(V_\gamma\) on lead or gate \(\gamma\) shifts electron energies by \(v_\gamma=-V_\gamma\). Lead \(\alpha\) has electrochemical potential \(E_F+v_\alpha\), Fermi function \(f_\alpha\) and band shift \(W_\alpha\), taken as \(v_\alpha\). With \(E-W_\alpha=-2t\cos k_\alpha\), \(\Sigma_\alpha=-\frac{t_\alpha^2}{t}e^{ik_\alpha}\), \(\Gamma_\alpha=-2\,\mathrm{Im}\Sigma_\alpha\) and \(G=(E-H-U-\Sigma)^{-1}\),
\[
s_{\alpha\beta}=\delta_{\alpha\beta}-i\,\Gamma_\alpha^{1/2}G_{\alpha\beta}\Gamma_\beta^{1/2}.\tag{1}
\]
The particle current into the conductor is \(J_\alpha=j_\alpha/\pi\),
\[
j_\alpha=\int dE\sum_\beta A_{\alpha\beta}(E;U,W)\,f(E-E_F-v_\beta),\quad A_{\alpha\beta}=\delta_{\alpha\beta}-|s_{\alpha\beta}|^2.\tag{2}
\]
\[
\sum_\beta A_{\alpha\beta}=0,\qquad \sum_\alpha A_{\alpha\beta}=0,\tag{3}
\]
Let \(f_0=f(E-E_F)\), \(\langle X\rangle=\int dE\,(-f_0')X\), \(u_{j\gamma}=\partial U_j/\partial v_\gamma\) at \(v=0\), and \(\sigma_j=\sum_\gamma u_{j\gamma}\). Then \(j_\alpha=\sum g_{\alpha\beta}v_\beta+\sum g_{\alpha\beta\gamma}v_\beta v_\gamma+O(v^3)\), with \(g_{\alpha\beta}=\langle A_{\alpha\beta}\rangle\) and
\[
g_{\alpha\beta\gamma}=\tfrac12\langle\partial_EA_{\alpha\beta}\rangle\delta_{\beta\gamma}+\sum_j\langle\partial_{U_j}A_{\alpha\beta}\rangle u_{j\gamma}+\langle\partial_{W_\gamma}A_{\alpha\beta}\rangle.\tag{4}
\]
In electric quantities \(I_\alpha=\frac1\pi[\sum gV-\sum gVV]\), and \(1/\pi\) is \(2e^2/h\). Adding \(v_0\) to every \(v_\gamma\) gives
\[
j_\alpha(v+v_0)-j_\alpha(v)=v_0\sum_\beta D_{\alpha\beta}v_\beta+O(v^3),\quad D_{\alpha\beta}=\sum_\gamma(g_{\alpha\beta\gamma}+g_{\alpha\gamma\beta}),\tag{5}
\]
\[
\partial_EA+\sum_j\partial_{U_j}A+\sum_\gamma\partial_{W_\gamma}A=0.\tag{6}
\]
\[
D_{\alpha\beta}=-\sum_j\langle\partial_{U_j}A_{\alpha\beta}\rangle(1-\sigma_j).\tag{7}
\]
Interior frozen means \(U=0\) with moving lead bands; all frozen means \(U=W=0\), and then \(D=\langle\partial_EA\rangle\) instead of (7). In (7), \(\sigma=\mathbf 1\) (all ones) suffices for \(D=0\), and is necessary if the matrices \(\langle\partial_{U_j}A\rangle\) are linearly independent.

The site occupations, \(n_i^0\) in equilibrium, are
\[
n_i=-\frac2\pi\int dE\,f_0\,\mathrm{Im}\,G_{ii}+\frac1\pi\int dE\sum_\alpha|G_{i\alpha}|^2\Gamma_\alpha(f_\alpha-f_0).\tag{8}
\]
The injectivity \(\nu\), the Lindhard matrix \(\Pi\) and the response \(\Lambda\) to lead-band shifts are
\[
\nu_{i\alpha}=\frac1\pi\langle|G_{i\alpha}|^2\Gamma_\alpha\rangle,\quad
\Pi_{ij}=\frac2\pi\int dE f_0\,\mathrm{Im}\,(G_{ij}G_{ji}),
\]
\[
\Lambda_{i\alpha}=-\frac2\pi\int dE f_0\,\mathrm{Im}\,(G_{i\alpha}\Sigma'_\alpha G_{\alpha i}).
\]
They vanish for a gate (\(\nu\), \(\Lambda\)) and obey
\[
\sum_j\Pi_{ij}+\sum_\alpha\Lambda_{i\alpha}=-\frac2\pi\int dE f_0\,\partial_E\,\mathrm{Im}\,G_{ii}=-\frac2\pi\langle\mathrm{Im}\,G_{ii}\rangle=\sum_\alpha\nu_{i\alpha}.\tag{9}
\]
With capacitances \(C_{ij}\) between sites and \(c_{i\gamma}\) to leads and gates,
\[
LU-cv=n-n^0,\qquad L_{ij}=\delta_{ij}\Big(\sum_kC_{ik}+\sum_\gamma c_{i\gamma}\Big)-C_{ij}.\tag{10}
\]
\[
(L+\Pi)\,u_\gamma=c_\gamma+\nu_\gamma-\Lambda_\gamma.\tag{11}
\]
The solution has \(\sigma=\mathbf 1\), so \(D=0\).

**Q.** Frozen-potential calculations are sometimes sensible. Is there a limit in which they are right?

**A.** Yes. Let one gate have \(c_{i g}=\lambda\to\infty\). Then \(L+\Pi=\lambda+O(1)\), and (11) gives \(u_{jg}=1-O(1/\lambda)\) and \(u_{j\alpha}=O(1/\lambda)\) for the leads. At \(v_g=0\) the interior is frozen. The sum rule holds, carried by the gate, and the interior-frozen result, with the lead bands still moving, is correct for voltages measured from that gate; the all-frozen result lacks the \(\langle\partial_WA\rangle\) term of (4) and agrees with it at second order when that term vanishes, as for wide-band leads. The violation appears when the leads are shifted and the gate is forgotten.

A single level \(\varepsilon\) between two wide-band leads makes the structure plain. There \(\Sigma'=0\), so \(\Lambda=0\), \(\partial_WA=0\), \(A_{11}=T(E-\varepsilon-U)\), and (9) gives \(\Pi=\nu_1+\nu_2\). From (4) and (11),
\[
g_{111}=\langle T'\rangle\big(\tfrac12-u_1\big),\qquad u_1=\frac{c_1+\nu_1}{c_1+c_2+c_g+\nu_1+\nu_2}.
\]
A symmetric device without a gate has \(u_1=\tfrac12\) and does not rectify at second order, while the frozen level gives \(\tfrac12\langle T'\rangle\) with lead 2 grounded. For large capacitances \(u_1\) is the geometric divider; for small ones it is \(\nu_1/(\nu_1+\nu_2)\), the charge-neutral value.

**Q.** What would a measurement see? Take a voltage probe.

**A.** Let lead 3 float, \(j_3=0\), with \(v_1-v_2=v\) and the gate tied to lead 2. Write \(v_2=v_g=x_0v\) and \(v_3-v_2=av+bv^2\). The common part \(x_0v\) drops out of the linear term by (3). Order \(v\) gives \(g_{31}+g_{33}a=0\). Order \(v^2\) gives \(g_{33}b+\sum g_{3\beta\gamma}x_\beta x_\gamma=0\) with \(x=(1,0,a,0)+x_0\). So
\[
a=-\frac{g_{31}}{g_{33}},\qquad b=-\frac{1}{g_{33}}\sum_{\beta\gamma}g_{3\beta\gamma}x_\beta x_\gamma,\tag{12}
\]
and by (5), \(b(x_0)-b(0)=-x_0(D_{31}+aD_{33})/g_{33}\). A theory with \(D\ne0\) generally predicts a voltmeter reading between two leads that depends on the zero of potential.

**Q.** I would like numbers, with the arithmetic.

**A.** Take round model parameters: a three-site ring with site energies 0.2, −0.3, 0.5 eV, hoppings −0.6, −0.4, −0.5 eV on bonds 12, 23, 31, and total flux phase 0.6 rad; \(t=2\) eV, \(t_\alpha=0.9,0.7,0.6\) eV, \(E_F=0.3\) eV, \(kT=0.025\) eV. The site energies are the equilibrium self-consistent ones. Capacitances are 2 Å between sites, 4 Å from a site to its own lead, 3 Å to one gate; dividing by 14.39965 eV Å puts them in 1/eV. The full matrices are in the numerical output.

The widths at \(E_F\) are 0.808, 0.489, 0.359 eV. Without flux \(H\) is real, \(G\) is a symmetric matrix, and (1) gives \(|s_{\alpha\beta}|=|s_{\beta\alpha}|\), so \(g\) would be symmetric; with the flux it is not, \(g_{12}=-0.7327\) and \(g_{21}=-0.4642\) in units of \(2e^2/h\). For site 1, (9) reads, in 1/eV,
\[
0.38944+0.28877+0.01585=0.69406=0.74531-0.05125,
\]
the last two numbers being the row sums of \(\Pi\) and \(\Lambda\). The diagonal \(\Lambda_{11}=-0.05024\) is negative: raising the band of lead 1 at fixed chemical potential adds electrons to site 1. The sign of \(\Lambda\) is not uniform, since \(\Lambda_{13}=+0.00185\).

For (11), \(L_{11}=(2+2+4+3)/14.39965=0.76391\), \(L_{12}=L_{13}=-0.13889\), \(c_{11}=0.27778\). Row 1 of \(L+\Pi\) is \((1.53489,-0.11503,-0.18842)\), and \(u_1=(0.51743,0.25286,0.25282)\) gives \(0.79420-0.02909-0.04764=0.71747\), against \(0.27778+0.38944+0.05024=0.71746\), equal within rounding. Site 1 has \(\sigma_1=0.51743+0.23447+0.08035+0.16775=1.00000\).

Identity (6) for \(A_{11}\) is \(1.48447-1.61973+0.13525\approx0\), where \(1.61973=0.85392+0.56340+0.20241\). Then (4) gives
\[
g_{111}=0.74224-(0.44184+0.14246+0.05117)+0.08796=0.1947\ \mathrm{eV}^{-1},
\]
with \(0.44184=0.85392\times0.51743\), \(0.14246=0.56340\times0.25286\), \(0.05117=0.20241\times0.25282\). The potential response cancels most of the Fermi-function term. The value belongs to the Hartree model. The on-site charging energy \((L^{-1})_{ii}=1.42\) eV exceeds all three widths, so exchange and correlation are not small for these parameters: removing the on-site self-interaction gives \(g_{111}\approx0.23\) eV\(^{-1}\), and Hartree-Fock with the same interaction about 0.28 eV\(^{-1}\). The numbers illustrate the sum rules and are not a prediction for an interacting device. In electric units \(G_{11}=77.4809\times0.77288=59.88\ \mu\mathrm S\) and \(G_{111}=-77.4809\times0.19472=-15.09\ \mu\mathrm{A/V^2}\). The symmetrized row sums to zero, \(0.19472-0.00084-0.06119-0.13269=0\), and the last entry, the gate's, is needed for that.

At \(v_1=0.05\) eV the expansion gives \(0.0386438+0.19472\times0.0025=0.0391306\) eV, against 0.0391083 eV from the nonlinear solution of (2), (8) and (10), which is \(I_1=-3.03\ \mu\)A. The difference is 0.06% of the full current and about 5% of the quadratic term.

**Q.** And the other potential rules?

**A.** The table gives \(D_{11}\), the \(v^2\) coefficient \(Q\) of \(j_1\) for \(v_1\) raised by \(v\) over all other electrodes, and the probe coefficient \(b\), each in 1/eV, for \(x_0=0\) and \(x_0=-\tfrac12\).

| rule | \(D_{11}\) | \(Q(0)\) | \(Q(-\frac12)\) | \(b(0)\) | \(b(-\frac12)\) |
|---|---|---|---|---|---|
| self-consistent | 0 | 0.195 | 0.195 | 0.373 | 0.373 |
| all frozen | 1.484 | 0.742 | 0.000 | 0.809 | 0.372 |
| interior frozen | 1.620 | 0.830 | 0.020 | 0.886 | 0.403 |
| \(\Lambda\) dropped | 0.053 | 0.227 | 0.200 | 0.399 | 0.382 |
| \(u=\delta_{j\gamma}\) | 0 | −0.024 | −0.024 | 0.164 | 0.164 |
| Thomas-Fermi | 0 | 0.202 | 0.202 | 0.382 | 0.382 |

By (5), \(Q(-\tfrac12)=Q(0)-\tfrac12D_{11}\), for example \(0.83019-0.80987\approx0.0203\). The zero for the all-frozen rule is an identity: every \(x_\beta^2\) equals \(\tfrac14\), so \(Q=\tfrac18\sum_\beta\langle\partial_EA_{1\beta}\rangle=0\) by (3). The same device is thus predicted to rectify 3.8 times as strongly as the self-consistent value, or not at all, depending on the grounding. The all-frozen \(b(-\tfrac12)=0.3718\) lies within 0.3% of the self-consistent 0.3727. Nothing derived here makes them equal, and \(Q\) in the same gauge disagrees, so the agreement should not be taken as a rule.

Dropping \(\Lambda\) from (11) gives \((L+\Pi)(\sigma-\mathbf 1)=\sum_\alpha\Lambda_\alpha\) and \(\sigma=(0.96195,0.97193,0.97917)\); (7) gives \(0.85392\times0.03805+0.56340\times0.02807+0.20241\times0.02083=0.0525\). Thomas-Fermi screening replaces \(\Pi\) by \(\mathrm{diag}\sum_\alpha\nu_{i\alpha}\) and \(\Lambda\) by zero together; (9) is then obeyed, \(\sigma=\mathbf 1\) follows as before, and \(Q\) is 3.6% above the self-consistent value. The local rule gives \(0.74224-0.85392+0.08796=-0.0237\), invariant and of the opposite sign. The singular values of the three matrices \(\langle\partial_{U_j}A\rangle\), taken as vectors, are 2.13, 1.51, 0.47 per eV, all nonzero, so in this model \(\sigma=\mathbf 1\) is necessary as well.

With \(a=0.30871/0.42503=0.7263\), to second order the probe at \(v=0.05\) eV reads \(av=0.0363\) eV plus \(bv^2=0.00093\) eV; the all-frozen rule at \(x_0=0\) gives 0.00202 eV for the second term.

**Q.** All of this could be formula (4) agreeing with itself. What was tested independently, and does the drift (5) show in the full current?

**A.** The quantities \(n^0\), \(\Pi\) and \(\Lambda\) were tested against sums over eigenstates of a finite cluster with long chains. Sum rule (9) was tested with \(\nu\) from real energies and \(\Pi,\Lambda\) from imaginary ones. The \(u\) of (11) was tested against finite differences of the nonlinear solution of (10). The symmetrized (4) and \(D\) were tested against second differences of the full current (2) for all six rules; the largest deviation in \(g_{\alpha\beta\gamma}\) is \(6.4\times10^{-11}\) eV\(^{-1}\). In the self-consistent case that current contains the quadratic part of \(U\), so the test also covers the claim that it drops out. The coefficients (12) were tested by solving \(j_3=0\).

Under a common shift of 0.1 eV, solved afresh from \(U=0\), the self-consistent \(j_1\) stays at 0.0391083 eV, and the two invariant rules also keep their values. The all-frozen current moves from 0.0404952 to 0.0469279 eV, a drift of 0.00643 eV or 16% of its starting value. Equation (5) predicts \(1.48447\times0.05\times0.1=0.00742\) eV; the actual drift is 13% below that prediction, the remainder being the terms of third and higher order omitted in (5). Multiplying the gate capacitance by \(10^6\) gives a self-consistent \(j_1=0.0407050\) eV, the interior-frozen value to the digits printed, and this large-gate limit is also among the tests.

## Values computed for the example and the checks

```
lead hopping 2.0 eV, EF 0.3 eV, kT 0.025 eV
site energies (eV): 0.20000 -0.30000 0.50000
ring hoppings 12 23 31 (eV): -0.60000 -0.40000 -0.50000; flux phase 0.6 rad
lead couplings (eV): 0.90000 0.70000 0.60000
C site-site 2.0, site-own lead 4.0, site-gate 3.0 angstrom
e^2/(4 pi eps0) = 14.39965 eV angstrom
Gamma at EF (eV): 0.80772 0.48862 0.35899
n0 (electrons): 0.89988 1.35441 0.54634
g_ab (2e^2/h) row 1: 0.77288 -0.73268 -0.04020
g_ab (2e^2/h) row 2: -0.46416 0.84900 -0.38483
g_ab (2e^2/h) row 3: -0.30871 -0.11632 0.42503
nu (1/eV) row 1: 0.38944 0.28877 0.01585
nu (1/eV) row 2: 0.30240 0.25830 0.25074
nu (1/eV) row 3: 0.27380 0.10315 0.37866
Pi (1/eV) row 1: 0.77098 0.02386 -0.04953
Pi (1/eV) row 2: 0.02386 0.82526 -0.00035
Pi (1/eV) row 3: -0.04953 -0.00035 0.82756
Lam (1/eV) row 1: -0.05024 -0.00286 0.00185
Lam (1/eV) row 2: -0.00472 -0.03192 -0.00069
Lam (1/eV) row 3: 0.00416 -0.00094 -0.02529
u (leads 1 2 3, gate) row 1: 0.51743 0.23447 0.08035 0.16775
u (leads 1 2 3, gate) row 2: 0.25286 0.38551 0.20396 0.15766
u (leads 1 2 3, gate) row 3: 0.25282 0.12690 0.45572 0.16456
sigma self-consistent: 1.00000 1.00000 1.00000
sigma Lam dropped: 0.96195 0.97193 0.97917
<dE A_1b> (1/eV): 1.48447 -0.97089 -0.51359
<dA_11/dU_j> (1/eV): -0.85392 -0.56340 -0.20241
<dA_11/dW_c> (1/eV): 0.08796 0.03880 0.00849
symmetrized g_1bc (1/eV) row 1: 0.19472 -0.00084 -0.06119 -0.13269
symmetrized g_1bc (1/eV) row 2: -0.00084 -0.23385 0.14567 0.08901
symmetrized g_1bc (1/eV) row 3: -0.06119 0.14567 -0.12816 0.04368
symmetrized g_1bc (1/eV) row 4: -0.13269 0.08901 0.04368 0.00000
singular values of <dA/dU_j> (1/eV): 2.13398 1.50580 0.47053
self-consistent: D_11 -0.00000, j1 v^2 coeff grounded 0.19472 symmetric 0.19472 1/eV
all frozen: D_11 1.48447, j1 v^2 coeff grounded 0.74224 symmetric 0.00000 1/eV
interior frozen: D_11 1.61973, j1 v^2 coeff grounded 0.83019 symmetric 0.02033 1/eV
Lam dropped: D_11 0.05253, j1 v^2 coeff grounded 0.22671 symmetric 0.20045 1/eV
local rule: D_11 -0.00000, j1 v^2 coeff grounded -0.02372 symmetric -0.02372 1/eV
Thomas-Fermi: D_11 -0.00000, j1 v^2 coeff grounded 0.20169 symmetric 0.20169 1/eV
probe a = 0.72633
self-consistent: probe b grounded 0.37266 symmetric 0.37266 1/eV
all frozen: probe b grounded 0.80890 symmetric 0.37182 1/eV
interior frozen: probe b grounded 0.88592 symmetric 0.40320 1/eV
Lam dropped: probe b grounded 0.39893 symmetric 0.38177 1/eV
local rule: probe b grounded 0.16427 symmetric 0.16427 1/eV
Thomas-Fermi: probe b grounded 0.38234 symmetric 0.38234 1/eV
self-consistent: j1 at v1=0.05 eV 0.0391083 eV, all shifted by 0.1 eV 0.0391083 eV
all frozen: j1 at v1=0.05 eV 0.0404952 eV, all shifted by 0.1 eV 0.0469279 eV
interior frozen: j1 at v1=0.05 eV 0.0407050 eV, all shifted by 0.1 eV 0.0474406 eV
Lam dropped: j1 at v1=0.05 eV 0.0392152 eV, all shifted by 0.1 eV 0.0394771 eV
local rule: j1 at v1=0.05 eV 0.0386153 eV, all shifted by 0.1 eV 0.0386153 eV
Thomas-Fermi: j1 at v1=0.05 eV 0.0391530 eV, all shifted by 0.1 eV 0.0391530 eV
j1 linear 0.0386438 eV, through second order 0.0391306 eV
2e^2/h = 77.4809 uS, G_11 = 59.8832 uS
electric G_111 = -15.0871 uA/V^2
electric I_1 at V1 = -0.05 V: -3.03014 uA
j1 with gate capacitance times 1e6: 0.0407050 eV
largest |g_abc formula - finite difference| = 6.4e-11 1/eV
```
